\section*{Generalised Planck emission from electrons and holes in quasi-equilibrium}

\section{A cold plate that emits a billion times too much}

A semiconductor plate at 300 K, with a gap of 0.60 eV, emits $4.88\times10^{14}$ photons per square metre and second across its gap when it is in equilibrium. Let it face a blackbody at 1500 K, with no current drawn and radiative recombination only. It now emits $5.03\times10^{23}$ photons per square metre and second, still at 300 K. The ratio is $1.03\times10^{9}$. These are computed values for a model plate specified below.

What has changed is the filling of the bands. Electrons scatter within a band much faster than they recombine, so each band has a Fermi distribution of its own,
\begin{equation}
f_i=\frac{1}{\exp[(\varepsilon_i-F_i)/kT]+1},\qquad i=c,v,\qquad \Delta\mu=F_c-F_v ,
\end{equation}
with one temperature $T$ and two quasi-Fermi levels. The law to be derived for the emitted photon flux per area, time and photon energy $E$ is
\begin{equation}
\Phi(E)=a(E)\,\frac{2\pi E^2}{h^3c^2}\,N_\mu(E),\qquad
N_\mu=\frac{1}{\exp[(E-\Delta\mu)/kT]-1}. \label{law}
\end{equation}
Here $a$ is the absorptivity averaged over the hemisphere, in the excited state and with stimulated emission subtracted. The conditions are uniform $T$ and $\Delta\mu$, weak coupling to light, and band-to-band transitions as the only optical process.

\section{One mode and one pair of levels}

Take one photon mode holding $N$ photons and two levels with $\varepsilon_c-\varepsilon_v=E$. Emission needs a filled upper and an empty lower level; absorption needs the reverse. The squared matrix elements of photon creation and annihilation are $N+1$ and $N$, so with a common coupling $g$
\begin{equation}
w_{\rm em}=g(N+1)f_c(1-f_v),\qquad w_{\rm abs}=gN f_v(1-f_c).
\end{equation}
From the Fermi function, $(1-f_i)/f_i=\exp[(\varepsilon_i-F_i)/kT]$. Therefore
\begin{equation}
\frac{f_v(1-f_c)}{f_c(1-f_v)}
=\exp\frac{(\varepsilon_c-F_c)-(\varepsilon_v-F_v)}{kT}
=\exp\frac{E-\Delta\mu}{kT}. \label{ratio}
\end{equation}
The separate level energies have dropped out. The products $f_cf_v$ cancel in the difference
\begin{equation}
f_v(1-f_c)-f_c(1-f_v)=f_v-f_c .
\end{equation}
Inserting (\ref{ratio}) on the left gives $f_c(1-f_v)\{\exp[(E-\Delta\mu)/kT]-1\}=f_v-f_c$, or
\begin{equation}
f_c(1-f_v)=(f_v-f_c)\,N_\mu(E). \label{key}
\end{equation}
The left side governs spontaneous emission, the bracket on the right net absorption.

For $\Delta\mu=0$, $N_\mu$ is the Planck occupation. At $E=\Delta\mu$ the bracket vanishes while $N_\mu$ diverges, and their product stays finite. For $E<\Delta\mu$ both are negative: the pair amplifies light, and its spontaneous emission is still positive.

\section{Many pairs, and why $\Delta\mu$ is a chemical potential}

Let many pairs $j$ with the same $E$ but different level positions and couplings act on the mode. Put $A=\sum_j g_jf_{cj}(1-f_{vj})$ and $B=\sum_j g_jf_{vj}(1-f_{cj})$. By (\ref{ratio}) each term of $A$ is the same multiple of its partner in $B$, so $A/B=q$ with $q=\exp[-(E-\Delta\mu)/kT]$.

The photon number moves in single steps and cannot fall below zero, so in a stationary state the flow between neighbouring numbers vanishes:
\begin{equation}
A(N+1)p_N=B(N+1)p_{N+1}\quad\Rightarrow\quad p_N=(1-q)q^N .
\end{equation}
This needs $q<1$, that is $\Delta\mu<E$. The mean is $\bar N=q/(1-q)=N_\mu$.

The entropy is $S=-k\sum p_N\ln p_N=-k[\ln(1-q)+\bar N\ln q]$. Differentiating,
\begin{equation}
\frac{dS}{d\bar N}=-k\left[-\frac{1}{1-q}\frac{dq}{d\bar N}+\ln q+\frac{\bar N}{q}\frac{dq}{d\bar N}\right]=-k\ln q ,
\end{equation}
because $\bar N/q=1/(1-q)$. The free energy $\mathcal F=E\bar N-TS$ then has the slope
\begin{equation}
\frac{d\mathcal F}{d\bar N}=E+kT\ln q=\Delta\mu .
\end{equation}
This is the definition of a chemical potential. Photons are not conserved, but each one is exchanged for one electron--hole pair, whose free energy is $F_c-F_v$.

A numerical solution of the master equation with six unequal pairs, $E=0.70$ eV and $\Delta\mu=0.67$ eV, gave $\bar N=0.456335$, as does $N_\mu$. The numerical slope of the free energy was 0.67000 eV.

\subsection*{Two ways to lose the result}

The mean photon number obeys $d\bar N/dt=A(\bar N+1)-B\bar N=-\Gamma_i(\bar N-N_\mu)$, with $\Gamma_i=B-A$. Free-carrier absorption takes place within one band, so the ratio of its emission to its absorption contains no $\Delta\mu$, and it drives the mode towards the Planck value $N_0$ at a net rate $\Gamma_f$. With both present,
\begin{equation}
\bar N=\frac{\Gamma_iN_\mu+\Gamma_fN_0}{\Gamma_i+\Gamma_f}.
\end{equation}
For $\Gamma_f/\Gamma_i=0.5$ the occupation above falls to $0.45633/1.5=0.3042$, since $N_0$ is negligible. The absorptivity in (\ref{law}) must therefore count only the photons absorbed across the gap. Free carriers still attenuate the light and so lower this share; their own emission has zero chemical potential.

The second way is unequal carrier temperatures. With electrons at $T_c$ and holes at $T$, define a chemical potential for each pair by $\mu=E-kT\ln[f_v(1-f_c)/f_c(1-f_v)]$. At fixed $E$ the levels shift together, and
\begin{equation}
\frac{d\mu}{d\varepsilon_c}=-kT\left(\frac{1}{kT_c}-\frac{1}{kT}\right)=1-\frac{T}{T_c}.
\end{equation}
For $T_c=330$ K, $T=300$ K and levels spread over 0.1 eV, $\mu$ varies by 9.1 meV. The occupation of a mode then depends on how the couplings weight its pairs, and $F_c-F_v$ no longer fixes it.

\section{Interacting electrons and phonons}

Single-particle levels are not essential. Let $H$ contain Coulomb forces and phonons but conserve the electron numbers $N_c$ and $N_v$ of the two bands. The quasi-equilibrium state is
\begin{equation}
\rho\propto\exp[-(H-F_cN_c-F_vN_v)/kT].
\end{equation}
Consider eigenstates $m$ and $n$ with $E_m-E_n=E$, where $m$ has one more conduction electron and one fewer valence electron than $n$. If $P$ takes an electron from conduction to valence band, the emission line $m\to n$ has weight $p_m|\langle n|P|m\rangle|^2$ and the absorption line $n\to m$ has weight $p_n|\langle m|P^\dagger|n\rangle|^2$. The matrix elements are complex conjugates, so
\begin{equation}
\frac{\text{emission}}{\text{absorption}}=\frac{p_m}{p_n}
=\exp\left[-\frac{E-F_c+F_v}{kT}\right]=\exp\left[-\frac{E-\Delta\mu}{kT}\right].
\end{equation}
This is (\ref{ratio}) again, line by line. It covers excitonic and phonon-assisted lines, provided the phonons share the temperature $T$. It requires recombination and band-mixing processes to be slow enough for $N_c$ and $N_v$ to be nearly conserved.

A model with two conduction and two valence orbitals, Coulomb terms and one phonon mode was diagonalized as a test. Its total emission weight, as a trace over $\rho$, was 0.113342 in arbitrary dipole units; the absorption lines multiplied by the exponential summed to the same value.

\section{From a mode to a material}

In a medium of real index $n$ without dispersion, write the vector potential of one mode in volume $V$ as $A_0\mathbf e\,(b\,e^{i\mathbf k\cdot\mathbf r}+b^\dagger e^{-i\mathbf k\cdot\mathbf r})$, with a unit vector $\mathbf e$ and the photon annihilation operator $b$. With $N$ photons the mean square electric field is $\omega^2A_0^2\langle bb^\dagger+b^\dagger b\rangle=\omega^2A_0^2(2N+1)$, and the electric energy is $\tfrac12\epsilon_0n^2V$ times this. Electric and magnetic energies are equal, so the total is $\epsilon_0n^2V\omega^2A_0^2(2N+1)$. Setting it equal to $\hbar\omega(N+\tfrac12)$ gives $A_0^2=\hbar/(2\epsilon_0n^2\omega V)$.

The coupling is $(e/m_0)\mathbf A\cdot\mathbf p$. Let $M^2$ be the squared momentum matrix element for one polarization, averaged over directions, and $\rho_r$ the number of pairs per volume and energy, spin included. The golden rule gives a net absorption rate per photon
\begin{align}
\Gamma&=\frac{2\pi}{\hbar}\frac{e^2}{m_0^2}A_0^2M^2\,V\rho_r(f_v-f_c)
=\frac{\pi e^2\hbar M^2\rho_r}{\epsilon_0n^2m_0^2E}(f_v-f_c),\\
\alpha&=\frac{n}{c}\Gamma=\frac{\pi e^2\hbar M^2\rho_r}{\epsilon_0ncm_0^2E}(f_v-f_c), \label{alpha}
\end{align}
where $\omega=E/\hbar$ was used and a photon travels $c/n$ per unit time. For parabolic bands and vertical transitions $E=E_g+\hbar^2k^2/2m_r$, so
\begin{equation}
\rho_r=\frac{k^2}{\pi^2}\frac{dk}{dE}=\frac{1}{2\pi^2}\left(\frac{2m_r}{\hbar^2}\right)^{3/2}\sqrt{E-E_g}.
\end{equation}

By (\ref{key}), an empty mode gains photons at the rate $\Gamma N_\mu$. With two polarizations and wavenumber $nE/\hbar c$, there are $D=n^3E^2/(\pi^2\hbar^3c^3)$ modes per volume and energy. The spontaneous emission per volume, time and energy is
\begin{equation}
r=\alpha\frac{c}{n}D\,N_\mu=\frac{ne^2M^2E}{\pi\epsilon_0m_0^2\hbar^2c^3}\,\rho_r f_c(1-f_v).
\end{equation}
The second form follows from (\ref{alpha}) and (\ref{key}) and is regular at $E=\Delta\mu$. Its prefactor is the decay rate $n\omega^3d^2/(3\pi\epsilon_0\hbar c^3)$ of a dipole with $d^2=3e^2M^2/(m_0\omega)^2$.

\section{From the material to a plate}

Let $L$ be the photon radiance per energy. Radiation with $N_\mu$ photons in every mode has
\begin{equation}
L_\mu=\frac{1}{4\pi}\frac{c}{n}DN_\mu=\frac{n^2E^2N_\mu}{4\pi^3\hbar^3c^2}=\frac{2n^2E^2}{h^3c^2}N_\mu .
\end{equation}
Since $r/4\pi=\alpha L_\mu$, the radiance along a ray obeys
\begin{equation}
\frac{dL}{ds}=-\alpha L+\frac{r}{4\pi}=-\alpha(L-L_\mu).
\end{equation}
Take a plate of thickness $d$ with a perfect mirror behind it and a front coating that transmits every ray Snell's law allows. A ray at internal angle $\theta'$ enters, is reflected, and leaves after a path $\ell=2d/\cos\theta'$:
\begin{equation}
L_{\rm out}=L_{\rm in}(1-a_\theta)+L_\mu a_\theta,\qquad a_\theta=1-\exp(-\alpha\ell).
\end{equation}
The same $a_\theta$ describes absorption and emission.

Squaring $\sin\theta=n\sin\theta'$ and differentiating gives $\cos\theta\,d\Omega=n^2\cos\theta'\,d\Omega'$. With $L_{\rm in}=0$ and $u=\sin^2\theta$, for which $\cos\theta\,d\Omega$ integrates over azimuth to $\pi\,du$,
\begin{equation}
\Phi=\int L_\mu a_\theta\cos\theta'\,d\Omega'
=\frac{L_\mu}{n^2}\,\pi\int_0^1a_\theta\,du
=\frac{2\pi E^2}{h^3c^2}N_\mu\,a(E).
\end{equation}
This is (\ref{law}), with $a=\int_0^1a_\theta du$ and $\cos\theta'=\sqrt{1-u/n^2}$. The factor $n^2$ from the mode density is cancelled by the narrow escape cone.

At photon energies where a thick plate has $a\to1$, its emission depends only on $T$ and $\Delta\mu$. In a thin one $a$ is proportional to $\alpha d$, and the emitted spectrum follows the internal rate $r\propto E\rho_r f_c(1-f_v)$. As a test, dipole emission was integrated over depth and internal angle for $(E,\Delta\mu)=(0.62,0)$, $(0.65,0.50)$, $(0.80,0.57)$ and $(0.61,0.63)$ eV. It agreed with (\ref{law}) within one part in $10^8$. The last case has gain; there the law describes rays in the escape cone, but in a plate of unlimited width with no other losses, totally reflected rays would be amplified without limit, so such a plate can be steady only for $\Delta\mu<E_g$.

\section{A film with interference}

Ray addition fails in a thin film. For s polarization at external angle $\theta$ the field obeys $\psi''+k_0^2[\epsilon(x)-\sin^2\theta]\psi=0$, with $k_0=E/\hbar c$ and $k_z=k_0\cos\theta$ outside. Multiplying by $\psi^*$ and taking the imaginary part gives $({\rm Im}\,\psi^*\psi')'=-k_0^2\epsilon''|\psi|^2$, where $\epsilon''={\rm Im}\,\epsilon$. Let a unit wave be incident from the right, and let $R$ and $T$ be the reflected and transmitted fractions (in the next equation $T$ is not the temperature). Integration across the film yields
\begin{equation}
a_\theta=1-R-T=\frac{k_0^2}{k_z}\int\epsilon''|\psi|^2dx .
\end{equation}

Let $G(x,x')$ be the outgoing field of a source $-\delta(x-x')$ on the right side of the wave equation. For two sources, the Wronskian of their fields vanishes at both ends, since both have the same outgoing logarithmic derivative there; hence $G(x,x')=G(x',x)$. A source at $X$ to the right sends a wave of modulus $1/2k_z$ into the film, so $|G(X,x')|=|\psi(x')|/2k_z$.

Assume that emission comes from local, mutually uncorrelated sources of strength $s(x')$. A thin sheet in vacuum absorbs the fraction $k_0^2\epsilon''dx/k_z$ and, by the ray result, emits this fraction times $N_\mu$. Its field gives $s\,dx/4k_z^2$, hence $s=4k_zk_0^2\epsilon''N_\mu$. The film then emits into this direction
\begin{equation}
\int s|G(X,x')|^2dx'=\frac{k_0^2}{k_z}\int\epsilon''|\psi|^2N_\mu\,dx'=a_\theta N_\mu ,
\end{equation}
the last step for uniform $\Delta\mu$. Otherwise each depth contributes its own $N_\mu$, weighted by its share of the absorption. For index $2+0.1i$, $k_0d=2$ and $40^\circ$, a numerical Green function gave an emission factor of 0.3481; reflection and transmission gave an absorptivity of 0.3481.

\section{The plate in front of the hot body}

The model plate has $d=2.0\ \mu$m, $n=3.5$, $m_c=0.04\,m_0$, $m_v=0.40\,m_0$ and $2M^2/m_0=7.0$ eV. It is undoped, so equal electron and hole densities fix $F_c$ and $F_v$ once $\Delta\mu$ is given. At open circuit the net absorption balances the emission:
\begin{equation}
\int_{E_g}^{\infty}a(E)\frac{2\pi E^2}{h^3c^2}\,[N_0(E,T_s)-N_\mu(E,T)]\,dE=0,\quad T_s=1500\ \text{K}. \label{balance}
\end{equation}
The solution is $\Delta\mu=0.549$ eV, or 0.549 V between ideal contacts. From the valence-band top, $F_c=0.6258$ eV and $F_v=0.0771$ eV; the electron level lies inside the conduction band.

At $E=0.65$ eV, the excess of 0.05 eV is shared in inverse proportion to the masses, so $\varepsilon_c=0.6455$ eV and $\varepsilon_v=-0.0045$ eV. With $kT=0.02585$ eV this gives $f_c=0.3185$ and $f_v=0.9593$. Then $f_c(1-f_v)=0.01297$ and $f_v-f_c=0.6408$, with quotient 0.020. Directly, $N_\mu=1/[\exp(0.1013/0.02585)-1]=0.020$, as (\ref{key}) requires.

\begin{center}
\begin{tabular}{ccccc}
$E$ (eV) & $a$, biased & $a$, dark & $N_\mu$ & $\Phi$ ($10^{24}$ m$^{-2}$s$^{-1}$eV$^{-1}$)\\
0.62 & 0.309 & 0.619 & 0.0676 & 7.93\\
0.65 & 0.607 & 0.767 & 0.0202 & 5.13\\
0.70 & 0.818 & 0.852 & 0.0029 & 1.14
\end{tabular}
\end{center}

The opening ratio can now be taken apart. The factor $\exp(\Delta\mu/kT)$ is $1.65\times10^9$. Dropping the $-1$ in $N_\mu$ would lower the emission to 0.958 of its value, so the $-1$ contributes $1/0.958=1.044$. The remainder, $1.030/(1.649\times1.044)=0.60$, is the factor by which band filling lowers the absorptivity, averaged with the weight $E^2\exp(-E/kT)$.

Using the dark absorptivity in (\ref{balance}) gives 0.538 eV, about 10 meV too low. The two occupations in (\ref{balance}) are equal at $E=\Delta\mu/(1-T/T_s)=0.549/0.8=0.686$ eV. Below this energy the plate is a net emitter, above it a net absorber. Band filling mainly removes absorptivity near the edge, which reduces the net loss and raises $\Delta\mu$.

Inside the plate $1.77\times10^{25}$ photons are emitted per square metre and second, and 2.8\% escape. Without reabsorption the share would be that of the upward and downward escape cones, $1-\sqrt{1-1/n^2}=4.2\%$. The rest is reabsorbed and creates new pairs.

\subsection*{Exchange in a narrow band}

If plate and hot body exchange photons in one narrow band, the bracket in (\ref{balance}) must vanish there, whatever $a$ is. Equal exponents, $E/kT_s=(E-\Delta\mu)/kT$, give
\begin{equation}
\Delta\mu=E\left(1-\frac{T}{T_s}\right).
\end{equation}
At 0.65 eV this is 0.520 eV, and a numerical balance over a band 1 meV wide gave the same. An opaque selective emitter approaches this case if it reflects the plate's out-of-band photons back without loss. The full-spectrum plate reaches a higher voltage here because it also absorbs photons well above 0.65 eV.

\subsection*{Beside a real cell}

Thermophotovoltaic cells with gaps of roughly 0.5 to 0.75 eV are made from III--V semiconductors, and the model's light electrons and heavier holes are of that kind. Its full view of a 1500 K blackbody, perfect coating and mirror, and lack of doping are idealizations. Real cells also recombine without emitting light. At high carrier density Auger recombination becomes important: in an undoped plate its rate grows roughly as the cube of the density, the radiative rate roughly as the square, so the share that is emitted is not a fixed property of the material. Count recombination net of the pairs re-created when the plate reabsorbs its own photons; at open circuit this net recombination equals the flux absorbed from outside. If a fraction $\eta$ of it leaves as external emission, that emission equals $\eta$ times the absorbed flux, and $\eta=1$ is the purely radiative plate above. Where $\Phi\propto\exp(\Delta\mu/kT)$ and $a$ is fixed, $\Delta\mu$ drops by $kT\ln(1/\eta)$. For an illustrative $\eta=0.01$ this is 0.12 eV. At the lower splitting the bands are much less filled, so the drop is best taken from the dark-absorptivity value of 0.538 eV; the voltage is then about 0.42 V. The emission law itself survives such losses, with the smaller $\Delta\mu$, as long as the carriers keep one temperature and a uniform splitting. Further digits are in the numerical output.

\section*{Computed results}
\begin{verbatim}
cell, source temperature: 300, 1500 K
cell kT: 0.025852 eV
gap: 0.60 eV; thickness: 2.0 um
masses c, v, reduced: 0.04, 0.4, 0.03636 m0
index: 3.5; 2M^2/m0: 7.0 eV
-- one mode --
photon energy, dmu: 0.70, 0.67 eV
N master equation: 0.45633452; formula: 0.45633452
free-energy slope dF/dN: 0.6700002 eV
free/interband net rate: 0.50
N with thermal channel: 0.30422302
mu spread, electrons at 330 K: 9.091 meV
-- interacting model, arbitrary dipole units --
emission sum, trace: 0.11334239
emission sum, absorption lines: 0.11334239
-- film, s polarization, 40 degrees --
emission factor: 0.348126
absorptivity: 0.348126
-- plate at open circuit --
dmu: 0.54867 eV; voltage: 0.54867 V
F_c, F_v from valence top: 0.62579, 0.07712 eV
electron density: 3.1581e+23 m^-3
hole density: 3.1581e+23 m^-3
absorbed photon flux: 5.02981e+23 m^-2 s^-1
emitted photon flux: 5.02981e+23 m^-2 s^-1
emitted flux at dmu=0: 4.88447e+14 m^-2 s^-1
emission enhancement: 1.0298e+09
exp(dmu/kT): 1.6488e+09
flux without the -1, relative: 0.95818
dmu using dark absorptivity: 0.53815 eV
internal emission: 1.76532e+25 m^-2 s^-1
escaping/internal: 0.02849
E = 0.62 eV: f_c 0.573030, f_v 0.954937
  alpha biased, dark: 9.0333e+04, 2.3652e+05 m^-1
  a biased, dark: 0.30858, 0.61946
  N: 0.067615; flux: 7.9268e+24 m^-2 s^-1 eV^-1
E = 0.65 eV: f_c 0.318487, f_v 0.959265
  alpha biased, dark: 2.2858e+05, 3.5672e+05 m^-1
  a biased, dark: 0.60691, 0.76709
  N: 0.020247; flux: 5.1311e+24 m^-2 s^-1 eV^-1
E = 0.70 eV: f_c 0.074537, f_v 0.965607
  alpha biased, dark: 4.1742e+05, 4.6845e+05 m^-1
  a biased, dark: 0.81823, 0.85243
  N: 0.002877; flux: 1.1400e+24 m^-2 s^-1 eV^-1
-- narrow-band exchange, 1 meV wide at 0.65 eV --
dmu from balance: 0.519999 eV
E(1 - T/T_source): 0.520000 eV
\end{verbatim}
